# Optimal wells and deep band tails in one and two dimensions

## Problem

An electron of mass $m$ moves in $d$ dimensions with

$$H=-a\nabla^2+V(\mathbf r),\qquad a=\frac{\hbar^2}{2m}.$$

The potential is Gaussian white noise: $\langle V\rangle=0$ and $\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r')$. The mean band edge is the zero of energy, and $E_b>0$ is the depth of a level below it. Deep levels are rare, and their density of states has the form $\rho(-E_b)\sim e^{-S(E_b)}$ up to a prefactor that varies more slowly.

1. Find how $S$ depends on $E_b$, $a$ and $\gamma$ for $d=1$ and $d=2$, up to a number $A_d$.
2. Show that $A_d$ is neither zero nor infinite.
3. Find the shape of the well that dominates the tail, and the value of $A_d$.
4. In two dimensions, white noise needs a short-distance cutoff. In what range of $E_b$ does the result of part 1 hold?
5. A transistor channel is a monolayer dichalcogenide whose metal sites are occupied at random by two elements in equal parts. Take $m=0.5\,m_e$, a hexagonal lattice constant of 0.32 nm and a difference $U=0.3$ eV between the band edges of the two pure compounds. These are rough typical values. Evaluate $S$ at 10 and 20 meV and judge the result.

## Hints

- Divide space into small cells and write down the probability of a given potential. Which potential holding a level at $-E_b$ is the most probable?
- Measure length in units of the decay length of the bound state and energy in units of $E_b$.
- For part 2, bound $\int V\psi^2$ by the Schwarz inequality, then bound $\int\psi^4$ by the gradient of $\psi$.
- For part 3, first-order perturbation theory says how the level moves when the well is changed.
- For part 4, find the second-order shift of a level caused by the noise.

## Solution

### 1. The power of the binding energy

In a cell of volume $\Delta$ the cell average of $V$ has variance $\gamma/\Delta$. The cells are independent, so the probability density of a potential is proportional to

$$\prod_i e^{-V_i^2\Delta/2\gamma}\;\to\;\exp\left(-\frac1{2\gamma}\int V^2\,d^dr\right).$$

For weak noise at fixed $E_b$ and fixed cell size, the sum over all potentials with a level at $-E_b$ is dominated by the smallest exponent:

$$S(E_b)=\min\frac1{2\gamma}\int V^2\,d^dr .$$

The level may be taken as the ground state. If it were an excited state, the ground state would lie deeper, and the result below shows that a deeper ground state costs more.

Define $\kappa=\sqrt{E_b/a}$, $\mathbf x=\kappa\mathbf r$ and $V(\mathbf r)=E_b\,v(\mathbf x)$. Each derivative brings a factor $\kappa$, and $a\kappa^2=E_b$, so the Schrödinger equation becomes

$$E_b(-\nabla_x^2+v)\varphi=-E_b\,\varphi\quad\Rightarrow\quad(-\nabla_x^2+v)\varphi=-\varphi .$$

No parameter is left in this condition. The cost changes through $V^2=E_b^2v^2$ and $d^dr=\kappa^{-d}d^dx$:

$$\int V^2d^dr=E_b^2\left(\frac{a}{E_b}\right)^{d/2}\int v^2d^dx .$$

Hence

$$S=\frac{A_d\,a^{d/2}E_b^{\,2-d/2}}{\gamma},\qquad A_d=\frac12\min\int v^2d^dx .$$

The exponent is proportional to $E_b^{3/2}$ in one dimension and to $E_b$ in two. The cost is the squared depth of the well times its volume. A deeper level sits in a smaller well, of volume proportional to $E_b^{-d/2}$, and this saving is larger in two dimensions.

### 2. The constant is positive and finite

Let $\varphi$ be real and normalised, and let $g^2=\int|\nabla\varphi|^2$. Multiplying the scaled equation by $\varphi$ and integrating gives

$$1=-\int v\varphi^2-g^2\le\|v\|\left(\int\varphi^4\right)^{1/2}-g^2,\qquad \|v\|^2=\int v^2 .$$

**One dimension.** Since $\varphi$ vanishes at both ends, $\varphi^2(x)=2\int_{-\infty}^x\varphi\varphi'=-2\int_x^\infty\varphi\varphi'$. Adding the two forms and taking absolute values gives $\varphi^2(x)\le\int|\varphi\varphi'|\le g$, so $\int\varphi^4\le g$. Then $\|v\|\ge(1+g^2)/\sqrt g$. The right side is smallest at $g^2=1/3$, which gives $\|v\|^2\ge16\sqrt3/9$ and $A_1\ge1.54$.

**Two dimensions.** The same argument along each axis gives $\varphi^2(x,y)\le P(y)=\int|\varphi\,\partial_x\varphi|dx$ and $\varphi^2(x,y)\le Q(x)=\int|\varphi\,\partial_y\varphi|dy$. Multiply the two bounds and integrate:

$$\int\varphi^4\le\int P\,dy\int Q\,dx\le\|\partial_x\varphi\|\,\|\partial_y\varphi\|\le\frac{g^2}{2}.$$

Then $\|v\|\ge\sqrt2\,(g+1/g)\ge2\sqrt2$, so $A_2\ge4$.

A finite upper bound comes from any square-integrable well that binds, once its length and depth are rescaled to put the level at $-1$. The powers found in part 1 therefore stand whatever the values of $A_d$.

### 3. The shape of the well

A small change $\delta v$ moves the level by $\int\varphi^2\delta v$. To minimise $\frac12\int v^2$ at a fixed level, introduce a multiplier $\lambda$:

$$\int(v+\lambda\varphi^2)\,\delta v=0\quad\Rightarrow\quad v=-\lambda\varphi^2 .$$

The well must attract, so $\lambda>0$. With $f=\sqrt\lambda\,\varphi$,

$$-\nabla^2f+f=f^3,\qquad v=-f^2,\qquad A_d=\frac12\int f^4d^dx .$$

**One dimension.** Multiply $f''=f-f^3$ by $2f'$ and integrate. The constant is zero because $f$ decays, so $f'^2=f^2-\frac12f^4$. The function $f=\sqrt2\,\mathrm{sech}\,x$ satisfies this, since $f'^2=2\,\mathrm{sech}^2x\tanh^2x=2\,\mathrm{sech}^2x-2\,\mathrm{sech}^4x$. With $t=\tanh x$,

$$A_1=\frac12\cdot4\int\mathrm{sech}^4x\,dx=2\int_{-1}^1(1-t^2)\,dt=\frac83 .$$

**Two dimensions.** The nodeless round solution was found numerically, by a normalised fixed-point iteration with Fourier transforms on a periodic grid of $128\times128$ points and side 24. It gives

$$A_2=11.70,\qquad f(0)^2=4.87 .$$

That this solution is the global minimum is not proved here. Other wells give upper bounds on $A_2$, found by diagonalising the radial problem and optimising the well's parameters: 14.64 for a disk, 11.77 for a Gaussian, and 11.70 for a power of $\mathrm{sech}$, equal to the value above within the grid error.

The integrals $K=\int|\nabla f|^2$, $N=\int f^2$ and $Q=\int f^4$ are related. Multiplying the equation by $f$ and integrating gives $K+N=Q$. The equation also makes $\frac12K+\frac12N-\frac14Q$ stationary. Stretching $f$ by a factor $s$ in two dimensions leaves $K$ unchanged and multiplies $N$ and $Q$ by $s^2$, so $N=Q/2$, and then $K=Q/2$. The mean kinetic energy of the bound electron is thus $E_bK/N=E_b$.

The two results are

$$S_{1}=\frac{8\sqrt a\,E_b^{3/2}}{3\gamma},\qquad S_{2}=\frac{E_b}{E_0},\quad E_0=\frac{\gamma}{11.70\,a}.$$

### 4. The cutoff in two dimensions

The noise also shifts levels through second-order perturbation theory. For a state near the band bottom, with the energy denominator taken at $-E_b$ and wave numbers cut off at $\Lambda$, the shift is

$$-\gamma\int\frac{d^2k}{(2\pi)^2}\frac1{ak^2+E_b}=-\frac{\gamma}{4\pi a}\ln\left(1+\frac{a\Lambda^2}{E_b}\right).$$

It diverges as $\Lambda\to\infty$. In one dimension the corresponding integral converges.

The noise supplies this part of the binding, so the rare well must supply a depth smaller by the shift. Subtracting the shift from $E_b$ in $S_2$ multiplies $\rho$ by

$$\left(1+\frac{a\Lambda^2}{E_b}\right)^{A_2/4\pi},\qquad\frac{A_2}{4\pi}=0.93 .$$

This is an estimate, because the well distorts the intermediate states. It is a power of $E_b$, so it belongs to the prefactor and leaves the linear exponent in place.

Two conditions follow. The exponent must be large, also beside the logarithm of the factor above, so $E_b$ must far exceed both $E_0$ and the shift $\frac{\gamma}{4\pi a}\ln(1+a\Lambda^2/E_b)$. The well must also be wider than the cutoff length $\ell\sim1/\Lambda$, which means $E_b\ll a/\ell^2$. At greater depth the noise no longer looks white to the well, and the scaling of part 1 fails.

### 5. The alloy channel

The local band edge at a metal site differs from the mean by $+U/2$ or $-U/2$, with variance $U^2/4$. The site area is $\Omega=\frac{\sqrt3}{2}(0.32)^2=0.0887$ nm². The potential integrated over $n$ independent sites has variance $n\Omega^2U^2/4$, which must equal $\gamma n\Omega$. Therefore

$$\gamma=\frac{U^2\Omega}{4}=\frac{0.09\times0.0887}{4}=2.00\times10^{-3}\ \mathrm{eV^2\,nm^2}.$$

With $a=0.0762$ eV nm²,

$$E_0=\frac{2.00\times10^{-3}}{11.70\times0.0762}=2.24\ \mathrm{meV}=3.59\times10^{-22}\ \mathrm J .$$

At 10 meV, $S=4.5$ and $e^{-S}=1.1\times10^{-2}$. At 20 meV, $S=8.9$ and $e^{-S}=1.3\times10^{-4}$.

**Limits of the alloy model.** At 20 meV the decay length is $1/\kappa=1.95$ nm and the well is $4.87\times20=97$ meV deep at its centre. An alloy cannot go deeper than $U/2=150$ meV, where every site holds the same element. The optimal Gaussian well reaches that depth when it supplies a binding of 31 meV, so the Gaussian law cannot be carried further. These figures leave out the shift of part 4. With the full shift added, the limit moves to about 42 meV below the mean edge.

Below that, let $w=|V|/(U/2)$. The fractions of the two elements in the well are $(1\pm w)/2$, and their improbability costs, per site,

$$\tfrac12[(1+w)\ln(1+w)+(1-w)\ln(1-w)]=\tfrac12w^2+\tfrac1{12}w^4+\dots$$

The first term is the Gaussian cost. Summed over the 20 meV well, the full expression exceeds it by 3.6%. This is not the only departure from Gaussian noise. Inside the well the variance per site falls to $(1-w^2)U^2/4$, and $w^2$ averaged over the bound state is 0.11. That reduces the shift estimated below by about 1.4 meV, which is 7% of $E_b$.

The cutoff matters more. Giving each site one state sets $\Lambda^2=4\pi/\Omega$, and the shift at 20 meV is then 13 meV. It raises the estimated density of states by $e^{13.1/2.24}\approx350$ and by itself steepens the slope of $\ln\rho$ by about 10%, the ratio $\gamma/(4\pi aE_b)$. The rest of the prefactor acts the other way. The free position of the well and the normalisation contribute a factor $S^{(d+1)/2}$, not derived here; for $d=1$ it agrees with the derivative of $J$ in Variation 2. In two dimensions $S^{3/2}$ flattens the slope by $1.5E_0/E_b\approx17\%$ at 20 meV, so the net slope is some 6 to 7% flatter than $1/E_0$. These figures are rough, because the cutoff carries the parabolic band to $a\Lambda^2=10.8$ eV, far above a real conduction band. Stopping at 1 eV gives a shift of 8 meV and a factor of about 40. So $e^{-S}$ does not give the size of the density of states. Its slope is the deep limit of the white-noise model, which this alloy can only approach before the Gaussian law fails, somewhere between 31 and about 42 meV. A shift comparable with $E_b$ also shows that 20 meV is at best at the edge of the asymptotic range. At 10 meV the same formula gives a shift of about 15 meV, more than $E_b$ itself, so that depth is not in the deep tail and the value $S=4.5$ has no direct meaning there.

**Beside a real device.** Three effects left out are larger than $E_0$.

- The thermal energy at 300 K is 25.9 meV, while $E_0$ corresponds to 26 K.
- A rough room-temperature mobility of 100 cm²/Vs implies a collision broadening $\hbar e/(m\mu)=23$ meV.
- Charged defects add a long-range potential. Take $10^{11}$ cm⁻² unit charges in the channel plane, permittivity 4 and a metal gate 10 nm away. Adding the squared Fourier components $e^2(1-e^{-2qh})/(2\varepsilon_0\varepsilon q)$, with $h$ the gate distance and $q<\kappa$, gives an rms value of 42 meV.

If a smooth Gaussian shift of rms $\sigma$ is averaged over a tail $e^{-E_b/E_0}$, the dominant shift is $\sigma^2/E_0$. The slope $1/E_0$ survives only for $E_b$ beyond that value, here $42.4^2/2.24\approx800$ meV, far outside the valid range. This figure is only indicative: on average 0.3 charges lie within the gate distance of a given point, so their potential is neither Gaussian nor smooth close to a charge. The 2.24 meV is therefore a rough scale for the deep alloy tail, with scattering between valleys left out, in a cold channel nearly free of charged defects. It does not describe the whole tail of a working transistor.

## Variation 1: a narrow ribbon

*The same sheet is cut into a ribbon of width $W=3$ nm with hard walls. Find $S$ at 20 and 40 meV below the mean edge of the lowest transverse mode.*

The mode is $\chi=\sqrt{2/W}\sin(\pi y/W)$, and the electron feels $V_1(x)=\int\chi^2V\,dy$. Its noise strength is

$$\gamma_1=\gamma\int_0^W\chi^4dy=\gamma\,\frac4{W^2}\cdot\frac{3W}8=\frac{3\gamma}{2W}=9.98\times10^{-4}\ \mathrm{eV^2\,nm}.$$

The one-dimensional formula gives, at 20 meV,

$$S=\frac83\cdot\frac{\sqrt{0.0762}\,(0.020)^{3/2}}{9.98\times10^{-4}}=2.1,$$

and 5.9 at 40 meV. Doubling the depth multiplies $S$ by $2^{3/2}=2.83$, against 2 in the sheet. The value 2.1 is too small for the tail to count as deep.

The most probable $V$ with a given $V_1$ is $V_1\chi^2/\int\chi^4dy$, whose peak is $\frac43\cdot2E_b=107$ meV at 40 meV. It is even about the centre line, so it couples the lowest mode first to the third, which lies $8\pi^2a/W^2=668$ meV higher. The optimal well therefore stays close to its one-dimensional form.

The noise itself also couples the lowest mode to all the higher ones. On a grid with one point per site area and nearest-neighbour differences, the second-order shift from these modes is about 8 meV at both depths. It depends on the short-distance model: a parabolic band cut off on the same grid gives 6 meV. Using $E_b-8$ meV in the formula lowers $S$ from 2.1 to 1.0 at 20 meV and from 5.9 to 4.2 at 40 meV. The one-dimensional formula without this shift thus understates the density of states. The size of the correction is only a rough estimate, because the shift is taken to second order and the noise is treated as Gaussian.

## Variation 2: counting nodes in one dimension

*Recover the power three halves without assuming an optimal well.*

Set $a=1$. The solution of $\psi''=(V+E_b)\psi$ started from one end has as many nodes as there are levels below $-E_b$, up to one. The ratio $z=\psi'/\psi$ obeys

$$z'=V+E_b-z^2,$$

and runs from $+\infty$ to $-\infty$ between nodes. This is diffusion with constant $D=\gamma/2$ in the potential $u(z)=z^3/3-E_bz$. In the steady state a downward flux $J$, the number of nodes per length, satisfies $DP'+u'P=J$ for the probability density $P$. Therefore

$$P(z)=\frac JD\,e^{-u(z)/D}\int_{-\infty}^z e^{u(y)/D}dy .$$

Now impose $\int P\,dz=1$, with $q=z-y$ and midpoint $s=(z+y)/2$. Then $u(y)-u(z)=E_bq-s^2q-q^3/12$, and the Gaussian integral over $s$ gives $\sqrt{\pi D/q}$:

$$\frac1J=\sqrt{\frac\pi D}\int_0^\infty\frac{dq}{\sqrt q}\,\exp\left(\frac{E_bq-q^3/12}{D}\right).$$

For weak noise the exponent peaks at $q=2\kappa$, where it equals $4\kappa^3/3D=8E_b^{3/2}/3\gamma$. Its second derivative there is $-\kappa/D$, so

$$\frac1J\simeq\sqrt{\frac\pi D}\,\frac1{\sqrt{2\kappa}}\sqrt{\frac{2\pi D}\kappa}\,e^{S}=\frac\pi\kappa\,e^{S},\qquad J\simeq\frac\kappa\pi\,e^{-S}.$$

The exponent agrees with $A_1=8/3$, and the prefactor is a power of $E_b$. For $\gamma=2$ and $E_b=2$, numerical integration gives $J=0.0093$, while the weak-noise form gives 0.0104, which is 11% higher at $S=3.8$.

Numbers in the example were calculated in double precision.
